# Half a 1s electron from each spin versus a spin-polarized hole

## Question

I want the 1s ionization energy of a closed-shell atom, zinc, as the difference between two self-consistent density-functional energies: the ion with one 1s electron missing, minus the neutral atom.

I could empty the spin-down 1s orbital and keep the spin-up one, but then I need a spin-polarized calculation. It seems simpler to remove half an electron from each 1s spin channel. The same charge is removed, no direction of spin is preferred, and a hole of either spin must cost the same energy anyway. Are the two procedures equivalent with LSDA or PBE? If not, how large is the difference, where does it come from, and which result should I use?

## Answer

Your symmetry argument is right about the atom, but LSDA and PBE do not respect it. For a closed shell the two procedures ought to give the same energy. With these functionals the half-and-half hole in zinc lies about 31 eV above the polarized one. Use the polarized hole, because it describes one definite spin configuration, and prefer PBE to LSDA for it. This does not guarantee the closer number. With LSDA the half-and-half ionization energy can be nearer the truth through a cancellation of errors, as a two-electron example below shows.

### What the energies should be

Let the one remaining 1s electron be shared between the spins as

$$f_\uparrow=\frac{1+s}{2},\qquad f_\downarrow=\frac{1-s}{2},\qquad f_\uparrow+f_\downarrow=1 .$$

The polarized hole is $s=1$, and your proposal is $s=0$. All other shells are full. I use a nonrelativistic Hamiltonian without a magnetic field, so reversing all spins leaves it unchanged. The states with $s=1$ and $s=-1$ therefore have the same energy $E_\uparrow=E_\downarrow$.

Half an electron in each channel describes a statistical mixture of these two states, $\Gamma=\tfrac12\Gamma_\uparrow+\tfrac12\Gamma_\downarrow$. The energy of a mixture is linear in $\Gamma$:

$$\mathrm{Tr}(\Gamma H)=\tfrac12E_\uparrow+\tfrac12E_\downarrow=E_\uparrow .$$

A correct treatment thus has $E(0)=E(1)$. I call the quantity

$$\Delta=E(0)-E(1)$$

the fractional-spin error. It measures the inconsistency between two descriptions that should agree. It is not the total error of either one.

The status of this requirement depends on the system. For an ion with a single electron, $s=\pm1$ are ground states. No mixture can have an energy below the ground-state energy, and the equal mixture attains it, so the exact ground-state functional must give $E(0)=E(1)$. A core hole in a many-electron atom is an excited state, which the ground-state theorem does not cover. There the equality is a requirement on any method that claims to describe the hole states and their mixture.

### Why the functional sees a difference

First use the same spatial orbitals for both spins and keep them fixed while $s$ changes. The 1s contribution to the total density is

$$(f_\uparrow+f_\downarrow)|\phi_{1s}|^2=|\phi_{1s}|^2,$$

which does not depend on $s$. The attraction to the nucleus and the Hartree energy depend on the total density, so they do not change. The kinetic energy of the 1s electron is $(f_\uparrow+f_\downarrow)t_{1s}=t_{1s}$, which does not change either. What remains is

$$\Delta_{\rm frozen}=E_{xc}\!\left[\tfrac n2,\tfrac n2\right]-E_{xc}[n_\uparrow,n_\downarrow],$$

where the second term is taken at $s=1$.

For exchange in LSDA this can be written out. The unpolarized local formula is

$$E_x[n]=-C\int n^{4/3}\,d^3r,\qquad C=\frac34\left(\frac3\pi\right)^{1/3}\frac{e^2}{4\pi\varepsilon_0}.$$

Exchange acts between electrons of like spin, so the two channels contribute separately. Channel $\sigma$ contributes half of what an unpolarized system of density $2n_\sigma$ would have:

$$E_x[n_\uparrow,n_\downarrow]=-\frac C2\int\left[(2n_\uparrow)^{4/3}+(2n_\downarrow)^{4/3}\right]d^3r .$$

With $\zeta=(n_\uparrow-n_\downarrow)/n$ we have $2n_\uparrow=n(1+\zeta)$ and $2n_\downarrow=n(1-\zeta)$. At $s=0$, $\zeta$ vanishes. Subtracting the energy at $s=1$ from that at $s=0$ gives

$$\Delta_x=C\int n^{4/3}\left[\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}}2-1\right]d^3r .$$

The function $t^{4/3}$ is convex, so its average at $1+\zeta$ and $1-\zeta$ is at least its value at 1. The bracket cannot be negative, and local exchange places the half-and-half hole too high relative to the polarized one. The functional receives only the two spin densities. It treats $n_\uparrow=n_\downarrow$ as a locally unpolarized electron gas, not as a mixture of two polarized atoms.

### The size for a bare 1s electron

For a hydrogen-like ion,

$$n(r)=\frac{Z^3}{\pi a_0^3}e^{-2Zr/a_0}.$$

At $s=1$ there is one spin only, so $\zeta=1$ and the bracket is $2^{4/3}/2-1=2^{1/3}-1$. The radial integral follows from $\int_0^\infty r^2e^{-\beta r}dr=2/\beta^3$ with $\beta=8Z/(3a_0)$:

$$\int n^{4/3}d^3r=\frac{Z^4}{\pi^{4/3}a_0^4}\;4\pi\;\frac{2\cdot27\,a_0^3}{512\,Z^3}
=\frac{27Z}{64\,\pi^{1/3}a_0}.$$

Multiplying by $C$ and using $E_h=e^2/(4\pi\varepsilon_0a_0)$,

$$\Delta_x=(2^{1/3}-1)\frac{81}{256}\left(\frac3{\pi^2}\right)^{1/3}Z\,E_h .$$

This is 1.505 eV per unit of $Z$, or $30\times1.5047=45.14$ eV for $Z=30$. The linear growth has a simple origin: the 1s orbital shrinks as $1/Z$, and exchange is a Coulomb energy, inversely proportional to length.

### What the other shells change

In the real atom the 1s electron overlaps with the outer shells. Let $\rho=|\phi_{1s}|^2$, and let $b$ be the density of all other electrons per spin. At $s=1$ the spin densities are $b+\rho$ and $b$. At $s=0$ both are $b+\rho/2$. The integrand of $\Delta_x$ becomes

$$2^{1/3}C\left[(b+\rho)^{4/3}+b^{4/3}-2\left(b+\tfrac\rho2\right)^{4/3}\right].$$

Its derivative with respect to $b$ is

$$\frac43\,2^{1/3}C\left[(b+\rho)^{1/3}+b^{1/3}-2\left(b+\tfrac\rho2\right)^{1/3}\right]\le0,$$

because $t^{1/3}$ is concave. A closed-shell background therefore lowers the exchange gap at every point where it is present.

In the limit $b\gg\rho$, expand about the midpoint $b+\rho/2$. The first-order terms cancel. The two second-order terms add to $(\rho/2)^2$ times the second derivative of $t^{4/3}$, which is $\tfrac49t^{-2/3}$. The integrand tends to

$$2^{1/3}C\,\frac{\rho^2}{9\,b^{2/3}} .$$

A hole in an orbital submerged in a much denser background would thus have a small gap. The 1s shell is the opposite case, since it dominates the density near the nucleus.

### Zinc, computed radially

I solved the radial Kohn–Sham equations for zinc self-consistently, with spherical densities and a point nucleus. LSDA here includes the Perdew–Wang correlation energy. The 1s ionization energies in eV are:

| Functional | Polarized hole | Half-and-half hole | $\Delta$ |
|---|---:|---:|---:|
| LSDA | 9533.1 | 9563.7 | 30.5 |
| PBE | 9551.3 | 9582.2 | 31.0 |

The energy of the neutral atom cancels in $\Delta$. In joules the gaps are $4.89\times10^{-18}$ J for LSDA and $4.96\times10^{-18}$ J for PBE. The LSDA gap is only 0.3% of the ionization energy, but it is large on the eV scale on which core-level shifts are discussed. Adding density gradients in PBE does not remove it.

The LSDA gap can be followed term by term, using the orbitals of the half-and-half hole:

- The 1s density of zinc on its own gives an exchange gap of 44.62 eV, close to the hydrogen-like 45.14 eV.
- With the other shells present it is 31.14 eV. They remove $44.62-31.14=13.48$ eV, in the direction derived above.
- Correlation contributes $-0.78$ eV, which leaves $31.14-0.78=30.36$ eV.
- Letting the orbitals readjust adds 0.16 eV, and $30.36+0.16=30.52$ eV.

The error is therefore mainly one of exchange, and orbital relaxation hardly matters.

### The same gap from the eigenvalues

Self-consistent orbitals make the energy stationary at fixed occupations. When an occupation changes, the response of the orbitals therefore contributes nothing at first order, and $\partial E/\partial f_\sigma=\varepsilon_\sigma$, the 1s eigenvalue of that spin. With $df_\uparrow/ds=\tfrac12$ and $df_\downarrow/ds=-\tfrac12$,

$$\frac{dE}{ds}=\frac{\varepsilon_\uparrow-\varepsilon_\downarrow}2,
\qquad
\Delta=-\frac12\int_0^1(\varepsilon_\uparrow-\varepsilon_\downarrow)\,ds .$$

The more occupied spin channel has the deeper exchange potential, so the energy falls as $s$ grows. Integrating the computed eigenvalue splitting gives 30.52 eV, in agreement with the difference of total energies. The gap is thus not a residue left by subtracting two large numbers.

The correct curve $E(s)$ would be flat. The LSDA curve is even in $s$, so it starts as $-s^2$. Halfway, at $s=\tfrac12$, the energy has dropped by 7.29 eV, a fraction 0.239 of the full drop. A pure parabola would give 0.25. Frozen exchange gives a fraction below 0.25, because in

$$\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}}2-1=\frac29\zeta^2+\frac5{243}\zeta^4+\dots$$

all coefficients are positive, and the higher powers gain weight towards $s=1$.

### Which of the two is nearer the truth?

For the zinc core hole I have no exact energy to compare with. For the one-electron ion Zn$^{29+}$ there is one: $-Z^2E_h/2=-12245.1$ eV in the nonrelativistic model. The errors relative to it, in eV, are:

| Functional | Polarized | Half-and-half |
|---|---:|---:|
| LSDA | 34.5 | 77.8 |
| PBE | 5.2 | 47.2 |

For this total energy the polarized calculation is better with both functionals, but it is not free of error. PBE removes most of the polarized error and leaves a gap of 42.1 eV, almost as large as the LSDA gap of 43.4 eV. Accuracy for a polarized electron and consistency under fractional spin are separate properties.

The LSDA numbers can be understood by hand. A single electron does not repel itself, so exchange and correlation must cancel its Hartree energy $J/2$, where $J$ is the Coulomb repulsion of the 1s density with itself. To find $J$, set $x=Zr/a_0$. The 1s charge produces the potential energy $ZE_h[1/x-(1/x+1)e^{-2x}]$, and averaging it over the radial density $4x^2e^{-2x}$ gives

$$J=4ZE_h\int_0^\infty\left[xe^{-2x}-xe^{-4x}-x^2e^{-4x}\right]dx
=4ZE_h\left[\frac14-\frac1{16}-\frac1{32}\right]=\frac58ZE_h .$$

For $Z=30$, $J/2=255.1$ eV. The unpolarized LSDA exchange energy has magnitude $45.14/(2^{1/3}-1)=173.7$ eV, and the polarized one is larger by 45.14 eV, that is 218.8 eV. Exchange alone therefore leaves 81.4 eV uncancelled for half-and-half and 36.3 eV for the polarized electron. Correlation and self-consistency bring these to the tabulated 77.8 and 34.5 eV.

An ionization energy also contains the error of the initial state, so this ranking need not carry over to it. Take the two-electron ion Zn$^{28+}$ with the same frozen 1s orbital. Each of its two spin channels contributes the exchange error of one polarized electron, together $2\times36.3=72.6$ eV. With exchange alone, the error of the LSDA ionization energy is then $36.3-72.6=-36.3$ eV for the polarized final state and $81.4-72.6=+8.8$ eV for the half-and-half one. Here half-and-half is closer, because the errors of the initial and final states largely cancel.

For PBE, doubling the tabulated 5.2 eV gives a rough initial-state error of 10.4 eV. The ionization energy is then wrong by about $-5$ eV for the polarized final state and $+37$ eV for half-and-half, so the polarized one is closer. These estimates are for two electrons and do not fix the errors in the zinc atom. They do show that a good LSDA number from the half-and-half hole would not mean that the hole is well described.

For zinc itself there is an approximate yardstick. The unrestricted Hartree–Fock energy difference for the polarized hole has no one-electron self-repulsion but omits correlation, and it is about 9564 eV. Measured against it, the polarized hole is about 31 eV too low in LSDA and about 13 eV too low in PBE. The half-and-half hole is within 1 eV in LSDA and about 18 eV too high in PBE. The pattern is that of the two-electron ion, but the polarized PBE deviation is more than twice the two-electron estimate.

### Would exact exchange help?

Not if you insert the fractional occupations into the usual single-determinant exchange formula. For frozen orbitals, the part involving 1s is

$$E_x^{1s}=-\frac J2\left(f_\uparrow^2+f_\downarrow^2\right)-K\left(f_\uparrow+f_\downarrow\right),$$

where $K$ is the sum of the exchange integrals between 1s and the other occupied orbitals of one spin. The second term does not depend on $s$. In the first,

$$f_\uparrow^2+f_\downarrow^2=\frac{(1+s)^2+(1-s)^2}4=\frac{1+s^2}2 .$$

Hence $E_x^{1s}=-J(1+s^2)/4-K$, and the gap between $s=0$ and $s=1$ is $J/4$. The polarized electron has its self-repulsion $J/2$ cancelled in full, while the half-and-half one has only half of it cancelled.

For zinc, $J=504.2$ eV, so the gap is 126.0 eV, about four times the LSDA exchange gap. A hybrid that replaces a quarter of LSDA exchange by this expression would have, at the same frozen orbitals,

$$0.75\times31.14+0.25\times126.05-0.78=54.1\ \text{eV}.$$

The polarized hole can profit from exact exchange, as the one-electron case shows. The half-and-half prescription becomes less consistent with it.

### Limits of the argument

**Open shells.** The equality $E(0)=E(1)$ needs degenerate holes. Nitrogen has three 2p electrons, which I take as spin-up. In LSDA, removing the spin-up 1s electron costs 4.2 eV more than removing the spin-down one, because the remaining 1s electron is then antiparallel to the 2p electrons and loses exchange with them. An equal mixture of these two configurations should lie at their average, 2.1 eV above the lower one. A difference between half-and-half and polarized holes is then partly genuine. These are energies of single spin configurations, and the antiparallel one is not a pure spin multiplet.

**Slater's transition state.** Half an electron from each channel removes one whole electron. The transition-state method removes half an electron in total and reads the ionization energy from an eigenvalue. The spin-restricted version, with $\tfrac34$ of an electron in each 1s channel, does not escape the problem. If a total charge $x$ is removed equally from both spins, $dE/dx=-\varepsilon_{1s}$, and the eigenvalue at $x=\tfrac12$ is a midpoint estimate of the integral from $x=0$ to $x=1$. That path ends at the half-and-half hole, so its energy is what is being estimated. Taking the half electron from one spin channel leads to the polarized hole instead. The midpoint rule is cruder on that path, where the occupation runs all the way to zero: for zinc it overshoots the polarized ionization energy by about 5 eV, while the restricted version is within 0.3 eV of the half-and-half value.

**Relativity.** The ionization energies above are not predictions of measured values. For a hydrogen-like ion with $Z=30$, the Dirac equation lowers the 1s level by a further 150 eV. At frozen orbitals a spin-independent one-electron correction is the same for both occupations and cancels in $\Delta$. Relativistic changes of the orbitals and of the exchange functional would alter the gap somewhat, and I have not computed them.

For your zinc calculation, then, choose PBE rather than LSDA, keep one whole electron in one 1s spin orbital, empty the other, and let all orbitals relax separately for the two spins. The reason is that this occupation describes a definite spin configuration and avoids the fractional-spin error. It is not the most accurate number of the four: against the Hartree–Fock yardstick it is still about 13 eV low, while LSDA with the half-and-half hole lands closer by cancellation of errors. The total-energy values in the tables are listed in the numerical output below.

## Values computed for the example and the checks

```
Zn atom, nuclear charge number Z: 30
Hartree energy: 27.211386 eV
LSDA Zn neutral total energy: -48342.70 eV
LSDA 1s ionization, polarized hole: 9533.13 eV
LSDA 1s ionization, half-and-half: 9563.65 eV
LSDA gap E(s=0)-E(s=1): 30.52 eV
LSDA gap in joule: 4.8901e-18 J
PBE Zn neutral total energy: -48414.03 eV
PBE 1s ionization, polarized hole: 9551.25 eV
PBE 1s ionization, half-and-half: 9582.22 eV
PBE gap E(s=0)-E(s=1): 30.97 eV
PBE gap in joule: 4.9614e-18 J
LSDA energy drop from s=0 to s=1/2: 7.29 eV
LSDA drop at s=1/2 over drop at s=1: 0.2387 
LSDA gap from eigenvalue integral: 30.52 eV
LSDA frozen exchange gap: 31.14 eV
LSDA frozen correlation gap: -0.78 eV
LSDA frozen total xc gap: 30.36 eV
LSDA relaxation part of gap: 0.16 eV
LSDA exchange gap, Zn 1s density alone: 44.62 eV
Hydrogenic exchange gap, Z=30: 45.14 eV
Hydrogenic exchange gap per unit Z: 1.5047 eV
Zn 1s self-repulsion J (LSDA orbital): 504.19 eV
Exact-exchange frozen gap J/4 for Zn: 126.05 eV
Hydrogenic J/4 from formula, Z=30: 127.55 eV
Hydrogenic J/4 from Gaussian integrals: 127.55 eV
Zn29+ exact nonrelativistic energy: -12245.12 eV
LSDA Zn29+ error, polarized: 34.47 eV
LSDA Zn29+ error, half-and-half: 77.82 eV
LSDA Zn29+ gap: 43.35 eV
PBE Zn29+ error, polarized: 5.17 eV
PBE Zn29+ error, half-and-half: 47.22 eV
PBE Zn29+ gap: 42.05 eV
N, LSDA: E(1s up hole)-E(1s down hole): 4.22 eV
Hydrogenic Dirac shift of 1s, Z=30: -150.34 eV
```
